# Krylov and Chebyshev propagation of a nuclear-spin density vector

Parahydrogen carries two protons in a singlet state. This state is highly ordered but has no magnetisation. When the protons couple unequally to a third nucleus in a weak field, evolution turns part of the order into polarisation of that nucleus. To predict how much appears after a given time, we must propagate the joint state of these three spins and any further protons that couple appreciably.

## The model and the naive scheme

Take \(n\) spins-1/2, with \(N=2^n\) and energies in angular frequency units:

\[
H=2\pi\Big(-\sum_k\nu_k I_{kz}+\sum_{j<k}J_{jk}\,\mathbf I_j\cdot\mathbf I_k\Big).
\]

Spins 1 and 2 start in the singlet, whose projector is \(\tfrac14-\mathbf I_1\cdot\mathbf I_2\); the others are unpolarised. The density matrix is therefore

\[
\rho(0)=\frac{1}{2^{n-2}}\Big(\frac14-\mathbf I_1\cdot\mathbf I_2\Big)=\frac1N\big(1-4\,\mathbf I_1\cdot\mathbf I_2\big).
\]

The unit matrix does not evolve, so we propagate \(\sigma(0)=-(4/N)\,\mathbf I_1\cdot\mathbf I_2\). The polarisation sought is \(p=\mathrm{Tr}(2I_{3z}\sigma)\).

Stack the rows of \(\sigma\) into a vector \(r\) of length \(4^n\). Since \((A\sigma B)_{ij}=\sum_{kl}A_{ik}B_{lj}\sigma_{kl}\), the map \(\sigma\to A\sigma B\) has the matrix \(A\otimes B^T\). The equation \(\dot\sigma=-i(H\sigma-\sigma H)\) becomes

\[
\dot r=-iLr,\qquad L=H\otimes 1-1\otimes H^T,\qquad r(t)=e^{-iLt}r(0).
\]

The naive scheme diagonalises \(L\). A dense \(L\) has \(16^n\) entries and its diagonalisation takes of order \((4^n)^3=64^n\) operations. For five spins this took 578 ms in the run reported here, and each further spin multiplies the count by 64. It also produces every mode of \(L\), although we need the action of the exponential on one vector.

## Using the zeros

In \(\mathbf I_j\cdot\mathbf I_k=I_{jz}I_{kz}+\tfrac12(I_{j+}I_{k-}+I_{j-}I_{k+})\), the last two terms exchange antiparallel spins. Half of the \(N\) product states have spins \(j,k\) antiparallel, so each coupling gives \(N/2\) off-diagonal elements of \(H\). Different pairs fill different positions, and \(P\) couplings give \(PN/2\).

Each of the two Kronecker products in \(L\) repeats these elements \(N\) times. One changes the row index of \(\sigma\) and the other its column index, so they do not overlap. Thus \(L\) has \(PN^2=P\,4^n\) off-diagonal elements and at most \((P+1)4^n\) nonzero elements in all. For \(n=P=5\) the limit is \(6\times1024=6144\); the matrix built from \(H'\) in the five-spin example below has 6084, because some diagonal elements vanish.

Multiplying a vector by \(L\) is therefore cheap, and repeated multiplication gives polynomials in \(L\). The obvious polynomial is the Taylor series, but it fails for long steps. In a mode of frequency \(\omega\) its terms have magnitudes \((|\omega|t)^k/k!\), which add up to \(e^{|\omega|t}\), while the result has modulus one. Large terms must cancel, and a rounding error of about the machine precision times the largest term remains; in double precision all accuracy is lost once \(|\omega|t\) reaches about \(\ln10^{16}\approx37\) for a mode present in the state. Short steps avoid this at the price of many products. We need a polynomial that stays bounded over the whole spectrum.

## Chebyshev: bounded over the spectrum

If \(H|a\rangle=E_a|a\rangle\), then \(|a\rangle\langle b|\) is an eigenvector of \(L\) with eigenvalue \(E_a-E_b\). The spectrum of \(L\) is symmetric about zero, with radius \(W=E_{\max}-E_{\min}\).

A bound on \(W\) needs no diagonalisation. The largest eigenvalue of a sum of Hermitian matrices is at most the sum of the largest ones, and the smallest is at least the sum of the smallest ones, so widths are subadditive. The width of \(\nu I_z\) is \(|\nu|\). The eigenvalues of \(J\,\mathbf I_j\cdot\mathbf I_k\) are \(J/4\) and \(-3J/4\), so its width is \(|J|\). Hence

\[
W\le\Lambda=2\pi\Big(\sum_k|\nu_k|+\sum_{j<k}|J_{jk}|\Big).
\]

Let \(X=L/\Lambda\), with spectrum inside \([-1,1]\), and let \(\theta=\Lambda t\) be the step norm. In \(e^{i\theta\sin\phi'}=\sum_{k=-\infty}^{\infty}J_k(\theta)e^{ik\phi'}\), where \(J_k\) with one index is a Bessel function, put \(\phi'=\phi-\pi/2\). Then \(\sin\phi'=-\cos\phi\) and \(e^{-ik\pi/2}=(-i)^k\). Because \(J_{-k}=(-1)^kJ_k\), the terms \(k\) and \(-k\) have the same coefficient. With \(x=\cos\phi\) and \(T_k(x)=\cos k\phi\),

\[
e^{-i\theta x}=J_0(\theta)+2\sum_{k=1}^{\infty}(-i)^kJ_k(\theta)\,T_k(x).
\]

The identity \(\cos(k+1)\phi+\cos(k-1)\phi=2\cos\phi\cos k\phi\) gives the recursion

\[
T_{k+1}(X)r=2X\,T_k(X)r-T_{k-1}(X)r,
\]

with one product per degree. As \(L\) is Hermitian, \(\|T_k(X)\|\le1\). Stopping at degree \(d\) leaves an error, relative to \(\|r\|\), of at most

\[
B(d,\theta)=2\sum_{k>d}|J_k(\theta)|.
\]

If \(\Lambda\) were smaller than \(W\), some \(|x|=\cosh u\) would exceed one, \(|T_k|=\cosh ku\) would grow with \(k\), and this bound would fail.

### How many terms a step needs

For small \(\theta\), \(J_k\approx(\theta/2)^k/k!\), so \(B\approx\theta^{d+1}/[2^d(d+1)!]\). This is \(2^d\) times smaller than the first omitted Taylor term at the edge \(|x|=1\).

For large \(\theta\) use

\[
J_k(\theta)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(\theta\sin\phi-k\phi)}d\phi .
\]

The integrand is analytic and periodic, so the path may be shifted to \(\phi-is\) with \(s>0\). There \(\sin(\phi-is)=\sin\phi\cosh s-i\cos\phi\sinh s\), and the real part of the exponent is \(\theta\cos\phi\sinh s-ks\). Thus \(|J_k|\le e^{\theta\sinh s-ks}\). Summing the geometric series gives

\[
B(d,\theta)\le\frac{2\,e^{\theta\sinh s-(d+1)s}}{1-e^{-s}} .
\]

The exponent is smallest at \(\cosh s=(d+1)/\theta\), which requires \(d+1>\theta\). Its value is then \(\theta(\sinh s-s\cosh s)\approx-\theta s^3/3\) for small \(s\), while \(d+1-\theta\approx\theta s^2/2\). Setting \(\theta s^3/3=\ln(1/\varepsilon)\) and ignoring the prefactor gives

\[
d\approx\theta+\tfrac12\,\theta^{1/3}\big[3\ln(1/\varepsilon)\big]^{2/3},\qquad \theta\gg\ln(1/\varepsilon).
\]

At \(\theta=1000\) and \(\varepsilon=10^{-8}\) the second term is 72.5; the Bessel sum itself needs an excess of 67.

### What splitting the interval costs

Let one step have the exact operator \(U\) and the polynomial \(Q\), with \(\|Q-U\|\le\delta\). From

\[
Q^K-U^K=\sum_{j=0}^{K-1}Q^j(Q-U)U^{K-1-j}
\]

and \(\|Q\|\le1+\delta\), the error after \(K\) steps is at most \(\delta\sum_j(1+\delta)^j=(1+\delta)^K-1\approx K\delta\). Each step must therefore meet the tolerance \(\varepsilon/K\). While the substeps remain large, \(K\) of them need about \(\theta+cK^{2/3}\theta^{1/3}\) products, where \(c=\tfrac12[3\ln(K/\varepsilon)]^{2/3}\) and \(\theta\) belongs to the whole interval. Splitting increases the second term.

## A five-spin calculation

Let the proton frequencies be 8 Hz and that of the heteronucleus, spin 3, be 2 Hz. The couplings are \(J_{12}=10\), \(J_{13}=12\), \(J_{23}=2\), \(J_{34}=4\) and \(J_{45}=6\) Hz. These are round model parameters. The interval is 0.15 s.

The frequencies add up to 34 Hz and so do the couplings, giving \(\Lambda=2\pi\times68=427.3\) rad/s and \(\theta=64.1\). Much of this norm has no effect on the state. The operator \(F_z=\sum_kI_{kz}\) commutes with \(H\) and with \(\sigma(0)\). Write \(H=H'-\omega F_z\), with \(\omega=2\pi\times8\) rad/s. Then

\[
e^{-iHt}\sigma(0)e^{iHt}=e^{-iH't}e^{i\omega F_zt}\sigma(0)e^{-i\omega F_zt}e^{iH't}=e^{-iH't}\sigma(0)e^{iH't}.
\]

In \(H'\) the proton frequencies vanish and that of the heteronucleus is \(-6\) Hz. Now \(\Lambda=2\pi(6+34)=251.3\) rad/s and \(\theta=251.3\times0.15=37.7\). For \(\varepsilon=10^{-8}\) the degree falls from 91 to 60. From here on \(L\) is built from \(H'\).

In a single step over the interval, the relative error is about 1 at degrees 10, 20 and 30. It is \(7.6\times10^{-2}\) at degree 40, \(7.3\times10^{-5}\) at 50 and \(4.2\times10^{-9}\) at 60. The closed bound holds for every \(s>0\), but for \(d+1\le\theta\) its exponent is non-negative, so it exceeds 2 and says nothing useful; at the three sampled degrees well below \(\theta\) the error has not yet begun to fall. Splitting the interval into 1, 5, 15 and 75 steps takes 60, 110, 195 and 600 products.

Intermediate times do not require splitting. The vectors \(T_k(X)r(0)\) do not depend on time, so one recursion serves all shorter times with new Bessel weights.

## Krylov: fitted to the state

Chebyshev guards against every frequency up to \(\Lambda\), whether or not the state contains it. We found one irrelevant part by symmetry; a method that builds its polynomial from \(r\) can find such parts itself.

Let \(G=-iL\) and \(v_1=r/\|r\|\). The Arnoldi process multiplies the latest vector by \(G\), orthogonalises the product against the earlier vectors and normalises it. With \(V_m=(v_1,\dots,v_m)\),

\[
GV_m=V_mA_m+\beta_mv_{m+1}e_m^T,\qquad r_m(t)=\|r\|\,V_me^{A_mt}e_1,
\]

where \(A_m=V_m^\dagger GV_m\) has nothing below its first subdiagonal, whose elements are \(\beta_1,\dots,\beta_{m-1}>0\). If some \(\beta_j\) vanishes, the space is closed under \(G\) and the result is exact at dimension \(j\).

For coherent evolution \(A_m\) is simpler still. \(G\) maps Hermitian matrices to Hermitian matrices, so every \(v_j\) represents a Hermitian matrix \(S_j\). Its diagonal element is \(-i\,\mathrm{Tr}(S_j[H',S_j])=0\), by cyclicity of the trace. As \(G\) is anti-Hermitian, so is \(A_m\), and \(Gv_j=\beta_jv_{j+1}-\beta_{j-1}v_{j-1}\).

### A bound before the calculation

Suppose \(G^kv_1=V_mA_m^ke_1\). Multiplying by \(G\) gives \(V_mA_m^{k+1}e_1\) plus a term proportional to \((A_m^k)_{m1}\). This element is zero for \(k<m-1\), since each factor of \(A_m\) moves down by at most one row. By induction \(q(G)r=\|r\|V_mq(A_m)e_1\) for every polynomial \(q\) of degree at most \(m-1\), and therefore

\[
e^{Gt}r-r_m=\big[e^{Gt}-q(G)\big]r-\|r\|V_m\big[e^{A_mt}-q(A_m)\big]e_1 .
\]

Choose for \(q\) the Chebyshev sum of degree \(m-1\). The matrix \(iA_m=V_m^\dagger LV_m\) is Hermitian with eigenvalues in \([-W,W]\), so each bracket has norm at most \(B(m-1,\theta)\). The relative error is at most \(2B(m-1,\theta)\).

### A bound from the calculation

Differentiating \(r_m\) and using the Arnoldi relation gives

\[
\dot r_m=Gr_m-\|r\|\beta_m\varphi(t)v_{m+1},\qquad\varphi(t)=\big[e^{A_mt}\big]_{m1}.
\]

The error \(e=e^{Gt}r-r_m\) obeys \(\dot e=Ge+\|r\|\beta_m\varphi\,v_{m+1}\) with \(e(0)=0\). Its solution and a bound are

\[
e(t)=\|r\|\beta_m\!\int_0^t\!e^{G(t-s)}v_{m+1}\varphi(s)\,ds,\qquad
\frac{\|e(t)\|}{\|r\|}\le\beta_m\!\int_0^t|\varphi(s)|\,ds ,
\]

because \(\|e^{G\tau}\|=1\). For small \(s\), \(\varphi(s)\approx\beta_1\cdots\beta_{m-1}s^{m-1}/(m-1)!\), so the relative error tends to \(\beta_1\cdots\beta_m\,t^m/m!\).

This leading error can be compared with Chebyshev's. For a monic polynomial \(q\) of degree \(m\), the component of \(q(G)v_1\) along \(v_{m+1}\) is \(\beta_1\cdots\beta_m\), and the lower powers can cancel everything else. The product is thus the smallest possible \(\|q(G)v_1\|\). The Chebyshev sum of degree \(m-1\) first omits a term of norm \((t^m/m!)\,\|\Lambda^m2^{1-m}T_m(X)r\|\), in which \(\Lambda^m2^{1-m}T_m(L/\Lambda)\) is monic in \(L\). At equal polynomial degree, Krylov is therefore no worse to leading order in \(t\).

For one step with \(m=7\) and \(d=6\), both of polynomial degree 6, the relative errors are:

| \(\theta\) | Krylov | Krylov residual bound | Chebyshev |
|---|---|---|---|
| 1 | 1.63e-8 | 1.63e-8 | 2.14e-6 |
| 2 | 2.03e-6 | 2.05e-6 | 2.53e-4 |
| 4 | 2.36e-4 | 2.42e-4 | 2.35e-2 |
| 8 | 2.04e-2 | 2.23e-2 | 0.770 |

From \(\theta=1\) to 2 the observed orders are 6.97 and 6.89; the limit for both is 7. The a priori Krylov bound at \(\theta=8\) is 3.08 and says nothing useful, while the residual bound is close to the error. The residual bound is the one to use for choosing \(t\) or \(m\).

The price is storage. The result combines all \(m\) basis vectors, and full orthogonalisation takes of order \(m^24^n\) operations, whereas Chebyshev keeps a few vectors. Krylov is therefore restarted after moderate steps. Since \(e^{G\tau}\) does not enlarge earlier errors, the residual bounds of successive steps add.

Fifteen steps of 0.01 s with \(m=12\) end with a relative error of \(4.0\times10^{-10}\). The polarisation of the heteronucleus is \(-0.561\) at 0.05 s, \(-0.104\) at 0.10 s and \(-0.305\) at 0.15 s: it oscillates, so the stopping time matters.

The diagonal energies of spins 1 to 3 suggest why it is negative at these three times. Conservation of \(F_z\) allows \(S\alpha\to T_+\beta\), which turns spin 3 down, and \(S\beta\to T_-\alpha\), which turns it up. The energy gaps are \(J_{12}\mp(8-2)-(J_{13}+J_{23})/4\) in Hz, that is \(10-6-3.5=0.5\) Hz and \(10+6-3.5=12.5\) Hz. The first route is nearly resonant and usually dominates. The second is weaker but not negligible, and it can make the polarisation slightly positive when the first passes through a minimum, as happens near 0.12 s.

## Relaxation and the choice of method

With relaxation, \(G=-iL+D\). For local dephasing at rate \(R\),

\[
D\sigma=\frac R2\sum_k\big(2I_{kz}\,\sigma\,2I_{kz}-\sigma\big).
\]

In the product basis \(D\) is diagonal, with a contribution \(-R\) from each spin whose state differs between row and column. Hence \(d\|r\|^2/dt=2\,\mathrm{Re}\langle r|Gr\rangle\le0\), so \(\|e^{G\tau}\|\le1\) and the residual bound survives. The Chebyshev bound and the a priori Krylov bound do not carry over, because they used a real spectrum and a Hermitian \(L\). For a generator that can enlarge the norm, the integrand \(|\varphi(s)|\) of the residual bound must be multiplied by \(\|e^{G(t-s)}\|\).

For four spins with \(R=5\) s\(^{-1}\), ten steps with \(m=10\) give an error, relative to the initial norm \(\|r(0)\|\), of \(2.7\times10^{-7}\), against a summed bound of \(6.3\times10^{-7}\). Dephasing changes the polarisation at 0.15 s from \(-0.308\) to \(-0.100\).

Without relaxation there is another competitor: diagonalise \(H\), not \(L\), at order \(8^n\). The sparse Chebyshev count is \(d(P+1)4^n\), which for five spins is \(60\times6\times1024=3.7\times10^5\), against \(8^5=3.3\times10^4\) for \(H\) and \(64^5=1.1\times10^9\) for \(L\). The measured times were 4.1, 0.97 and 578 ms. For seven spins, Chebyshev took 74 ms and diagonalisation of \(H\) took 7.9 ms.

For small coherent systems, then, diagonalising \(H\) is the better choice, and its eigenvectors serve any number of later times. In the family obtained by appending further 8 Hz protons in a chain with 6 Hz couplings, the sparse count first falls below \(8^n\) at \(n=10\), where the two are almost equal. These counts omit prefactors and make no use of the conservation of \(F_z\). If both methods use it, \(H\) is diagonalised block by block at \(\sum_k\binom nk^3\) and the sparse vector shrinks from \(4^n\) to \(\binom{2n}{n}\) elements; the sparse count is then about five times the larger at \(n=10\) and first becomes the smaller at \(n=14\). The crossover in running time may lie elsewhere again. Relaxation of the kind above removes this competitor, since \(D\) does not act as a commutator with a Hamiltonian; an exact dense diagonalisation would then have to work in Liouville space. Both \(L\) and \(D\) conserve the difference of \(F_z\) between row and column, and \(\sigma(0)\) has difference zero, so a block of dimension \(\sum_k\binom nk^2=\binom{2n}{n}\approx4^n/\sqrt{\pi n}\) suffices (70 of 256 for four spins); the cost still grows as \(64^n\) up to a power of \(n\).

The numerical check checks the coherent results against diagonalisation of \(H\), and the dephasing result against a dense matrix exponential.

## Table of computed values

```
spins 5, Liouville dimension 1024, nonzeros of L 6084
width of H, all Zeeman terms: 288.14 rad/s
  its cheap bound: 427.26 rad/s
width of H, 8 Hz common part removed: 181.89 rad/s
  its cheap bound Lambda: 251.33 rad/s
one step: Krylov dimension 7, Chebyshev degree 6
theta 1 (t = 3.979 ms): Krylov error 1.63e-08, residual bound 1.63e-08, a priori 6.41e-06
  Chebyshev error 2.14e-06, a priori 3.20e-06
theta 2 (t = 7.958 ms): Krylov error 2.03e-06, residual bound 2.05e-06, a priori 8.00e-04
  Chebyshev error 2.53e-04, a priori 4.00e-04
theta 4 (t = 15.915 ms): Krylov error 2.36e-04, residual bound 2.42e-04, a priori 8.15e-02
  Chebyshev error 2.35e-02, a priori 4.08e-02
theta 8 (t = 31.831 ms): Krylov error 2.04e-02, residual bound 2.23e-02, a priori 3.08e+00
  Chebyshev error 7.70e-01, a priori 1.54e+00
observed order, theta 1 to 2: Krylov 6.965, Chebyshev 6.886
leading error at theta 1: Krylov 1.642e-08, Chebyshev 2.194e-06
tail d=8, theta=2: sum 5.54e-06, closed bound 4.21e-05
tail d=20, theta=10: sum 7.61e-06, closed bound 8.45e-05
tail d=60, theta=37.7: sum 8.87e-09, closed bound 1.57e-07
tail d=1060, theta=1000: sum 9.89e-08, closed bound 4.82e-06
theta 1000, eps 1e-08: degree excess 67, leading law 72.5
whole interval 0.15 s: theta = 37.70
  degree 10: Chebyshev error 1.05e+00
  degree 20: Chebyshev error 1.01e+00
  degree 30: Chebyshev error 1.15e+00
  degree 40: Chebyshev error 7.61e-02
  degree 50: Chebyshev error 7.30e-05
  degree 60: Chebyshev error 4.21e-09
  1 steps: degree 60, products 60, error 4.2e-09
  5 steps: degree 22, products 110, error 2.3e-09
  15 steps: degree 13, products 195, error 7.1e-09
  75 steps: degree 8, products 600, error 1.0e-09
common Zeeman part kept: theta 64.09, degree 91; removed: degree 60
heteronuclear polarisation at 0.05 s: -0.561276
heteronuclear polarisation at 0.10 s: -0.104458
heteronuclear polarisation at 0.15 s: -0.305265
15 Krylov steps, dimension 12: error 4.02e-10, bound 4.03e-10
4 spins, dephasing rate 5 1/s, 10 steps, dimension 10:
  error 2.71e-07, summed residual bound 6.32e-07
  polarisation at 0.15 s: -0.099845, without dephasing -0.308433
5 spins: degree 60, sparse 3.69e+05, H diag 3.28e+04, L diag 1.07e+09
7 spins: degree 74, sparse 9.70e+06, H diag 2.10e+06, L diag 4.40e+12
10 spins: degree 93, sparse 1.07e+09, H diag 1.07e+09, L diag 1.15e+18
12 spins: degree 106, sparse 2.31e+10, H diag 6.87e+10, L diag 4.72e+21
sparse count falls below 8^n first at n = 10
5 spins, measured: Chebyshev 4.06 ms, H diag 0.97 ms, L diag 578 ms
7 spins, measured: Chebyshev 73.7 ms, H diag 7.9 ms
7 spins: error 1.9e-09, polarisation -0.307691
```
